# Hydrodynamic Plasmon Dispersion with a Weizsäcker Term, Compared with the RPA, part 2

The problem is how well quantum hydrodynamics, which describes electrons by their density $n$ and mean velocity $\mathbf v$ alone, gives the density waves of a uniform, unpolarised, three-dimensional electron gas at zero temperature on a rigid neutralising background. Exchange, correlation and damping are left out.

Hartree atomic units are used: energies and angular frequencies are in hartree, lengths in bohr. Waves vary as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, with $q=|\mathbf q|$. The mean density $n_0$ fixes the Fermi wavevector $k_F$, the Fermi velocity $v_F=k_F$ and the plasma frequency $\omega_p$:

$$
n_0=\frac{k_F^3}{3\pi^2},\qquad \omega_p^2=4\pi n_0 .
$$

The fluid's internal energy is the Thomas-Fermi energy, the Weizsäcker gradient energy with constant weight $\lambda$, and the electrostatic energy. For a small density change $n_1$ with electrostatic potential energy $\phi_1$,

$$
\frac{\partial\mathbf v}{\partial t}=-\nabla\left[\frac{k_F^2}{3n_0}n_1-\frac{\lambda}{4n_0}\nabla^2n_1+\phi_1\right],
$$

which, with particle conservation, leads to

$$
\boxed{\;\omega^2=\omega_p^2+\beta^2q^2+\frac{\lambda q^4}{4},\qquad \beta^2=\frac{v_F^2}{3}\;}
$$

The free-particle energy $q^2/2$ at large $q$ requires $\lambda=1$. Without collisions, semiclassical kinetic theory replaces the Thomas-Fermi stiffness $\beta^2$ by a flux ratio that depends on $s=\omega/(qv_F)$. It is $1/3$ at $s=0$, and for $s>1$

$$
\frac{\beta^2(s)}{v_F^2}=\frac35+\frac{12}{175\,s^2}+\dots
$$

The example has $r_s=4$ bohr, where $r_s$ is the radius of a sphere holding one electron on average. Then $n_0=0.003730$ bohr$^{-3}$, $k_F=0.4798$ bohr$^{-1}$, $\omega_p=0.2165$ hartree and, for Thomas-Fermi, $\beta^2=0.07673$.

The numerical output also lists two earlier tests. One integrated the full nonlinear fluid equations from a density ripple of relative amplitude $3\times10^{-4}$. The other compared the free fluid with the Schrödinger equation for a 30 per cent ripple with $q=1$ bohr$^{-1}$, released from rest and followed for 3 atomic units of time.

## Comparison with the random-phase approximation

The symbols carry over: $n_0$ is the mean density, $k_F=v_F$ the Fermi wavevector and velocity in atomic units, and $\omega_p^2=4\pi n_0$. The hydrodynamic wave obeys $\omega^2=\omega_p^2+\beta^2q^2+\lambda q^4/4$. The Thomas-Fermi energy gives $\beta^2=v_F^2/3$, whereas a fast collisionless wave has the stiffness $\beta^2=\frac35v_F^2+\frac{12}{175}v_F^2/s^2+\dots$ with $s=\omega/(qv_F)$. The free-particle energy $q^2/2$ at large $q$ requires $\lambda=1$. A pair such as $(3/5,1)$ below denotes the values of $\beta^2/v_F^2$ and $\lambda$.

The random-phase approximation (RPA) treats each electron quantum mechanically in the mean electrostatic potential of all of them. Let this potential be $Ue^{i(\mathbf q\cdot\mathbf r-\omega t)}$ plus its complex conjugate. To first order, the plane wave $\mathbf k$ acquires admixtures of $\mathbf k+\mathbf q$ and $\mathbf k-\mathbf q$, with amplitudes

$$
a_+=\frac{U}{\omega-\mathbf k\cdot\mathbf q-q^2/2},\qquad
a_-^*=-\frac{U}{\omega-\mathbf k\cdot\mathbf q+q^2/2}.
$$

The denominators contain the energy changes $\frac12|\mathbf k\pm\mathbf q|^2-\frac12k^2=\pm\mathbf k\cdot\mathbf q+q^2/2$. The relative density change with the factor $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ is $a_++a_-^*$. Placing the two fractions over a common denominator and averaging over the Fermi sphere gives

$$
n_1=n_0q^2U\left\langle\frac{1}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}\right\rangle .
$$

If $\mathbf k$ and $\mathbf k+\mathbf q$ are both occupied, $a_-^*$ of the state $\mathbf k+\mathbf q$ equals $-U/(\omega-\mathbf k\cdot\mathbf q-q^2/2)$, which is $-a_+$ of the state $\mathbf k$. Transitions between two occupied states therefore cancel in this average, so the Pauli principle is respected. A free oscillation sustains its own potential, $U=4\pi n_1/q^2$. The condition for this is that the dielectric function vanishes:

$$
\epsilon(q,\omega)=1-\omega_p^2\left\langle\frac{1}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}\right\rangle=0 .
$$

Its root $\Omega(q)$ above all single-particle transition frequencies is the sharp plasmon. To find it at small $q$, put $y=\mathbf k\cdot\mathbf q$ and expand in $1/\omega$:

$$
\frac{1}{(\omega-y)^2-q^4/4}
=\frac1{\omega^2}\left[1+\frac{2y}{\omega}+\frac{3y^2}{\omega^2}+\frac{4y^3}{\omega^3}+\frac{5y^4}{\omega^4}+\frac{q^4}{4\omega^2}+\dots\right].
$$

Odd powers of $y$ average to zero. In a filled sphere $\langle k^2\rangle=\frac35k_F^2$ and $\langle k^4\rangle=\frac37k_F^4$, and the angular averages of $\cos^2$ and $\cos^4$ are $\frac13$ and $\frac15$. Hence $\langle y^2\rangle=q^2k_F^2/5$ and $\langle y^4\rangle=3q^4k_F^4/35$. Multiplying the plasmon condition by $\omega^2$ gives, through order $q^4$,

$$
\Omega^2=\omega_p^2\left[1+\frac{3v_F^2q^2}{5\Omega^2}+\frac{q^4}{4\Omega^2}+\frac{3v_F^4q^4}{7\Omega^4}\right].
$$

In the $q^2$ term one needs $1/\Omega^2=\omega_p^{-2}(1-\frac35v_F^2q^2/\omega_p^2)$; in the $q^4$ terms $\Omega=\omega_p$ suffices. The correction contributes $-\frac9{25}v_F^4q^4/\omega_p^2$, and $\frac37-\frac9{25}=\frac{75-63}{175}=\frac{12}{175}$. Therefore

$$
\boxed{\;\Omega^2=\omega_p^2+\frac35v_F^2q^2+\left[\frac14+\frac{12}{175}\frac{v_F^4}{\omega_p^2}\right]q^4+O(q^6)\;}
$$

At order $q^2$ the RPA selects $\beta^2=\frac35v_F^2$. At order $q^4$ it has two contributions. The first, $\frac14$, is the quantum recoil and corresponds to $\lambda=1$. The second is the frequency dependence of the stiffness: inserting $1/s^2=q^2v_F^2/\omega_p^2$ into $\beta^2(s)q^2$ gives the same $\frac{12}{175}v_F^4q^4/\omega_p^2$. It is a motion of the Fermi surface, not a gradient energy.

One may still absorb it in a fitted weight,

$$
\lambda_{fit}=1+\frac{48}{175}\frac{v_F^4}{\omega_p^2}.
$$

For $r_s=4$ bohr, $v_F^4=0.0530$ and $\omega_p^2=0.046875$, so $\lambda_{fit}=1.31$. Because $\omega_p^2=4k_F^3/(3\pi)$, the ratio $v_F^4/\omega_p^2$ equals $3\pi k_F/4$ and rises with density. No universal constant can therefore replace $\lambda_{fit}$.

At $q=0.3$ bohr$^{-1}$ the RPA plasmon lies at 0.2506 hartree, or 6.82 eV. The hydrodynamic choice $(3/5,1)$ gives 0.2477 hartree, or 6.74 eV, which is 1.2 per cent below the RPA. The choice $(1/3,1/9)$ gives 0.2324 hartree, or 6.32 eV, 7.2 per cent below it. Raising $\lambda$ from $1/9$ to 1 at the Thomas-Fermi stiffness brings the frequency to 0.2362 hartree, so most of the discrepancy here comes from $\beta^2$. With $(3/5,\lambda_{fit})$,

$$
\omega^2=0.046875+0.012431+0.3275\times0.0081=0.06196,
$$

and $\omega=0.2489$ hartree. The remaining 0.7 per cent is due to terms beyond $q^4$.

The sharp plasmon has an end. An electron with $k\le k_F$ can absorb momentum $\mathbf q$ at the frequency $\mathbf k\cdot\mathbf q+q^2/2$, provided its final state is empty. These transitions form the particle-hole continuum, whose upper edge is $qv_F+q^2/2$. For $r_s=4$ bohr the plasmon meets this edge at $q=0.454$ bohr$^{-1}$ and 0.320 hartree. Beyond it a density oscillation can give its energy to single electrons, and the isolated undamped root is gone. The hydrodynamic curve continues without any sign of this, because the fluid has one frequency for each $q$ and no continuum.

What the curve means on both sides of that point can be stated through the loss function $L(q,\omega)=-\mathrm{Im}[1/\epsilon(q,\omega)]$, taken for the retarded response. It measures the absorption of energy at given $q$ and $\omega$. Define the moments

$$
M_p(q)=\int_0^\infty\omega^pL(q,\omega)\,d\omega ,
$$

with the plasmon peak included where it exists. Since $1/\epsilon-1$ is a causal response that vanishes at high frequency, and $L$ is odd in $\omega$, it has the spectral form

$$
\frac1{\epsilon(q,\omega)}-1=\frac2\pi\int_0^\infty\frac{\omega'L(q,\omega')}{\omega^2-\omega'^2}\,d\omega'
=\frac2\pi\left[\frac{M_1}{\omega^2}+\frac{M_3}{\omega^4}+\dots\right].
$$

The expansion is permitted for $\omega$ above the whole spectrum, which is bounded in the RPA at fixed $q$. The same quantity follows from the expansion of $\epsilon$. Collecting all terms through $\omega^{-4}$, without assuming small $q$, gives

$$
\epsilon=1-\frac{\omega_p^2}{\omega^2}-\frac{\omega_p^2C}{\omega^4}-\dots,\qquad C=\frac35v_F^2q^2+\frac{q^4}{4}.
$$

Inverting this series, the square of the second term contributes $\omega_p^4/\omega^4$:

$$
\frac1\epsilon=1+\frac{\omega_p^2}{\omega^2}+\frac{\omega_p^2(\omega_p^2+C)}{\omega^4}+\dots
$$

Comparing coefficients yields $M_1=\pi\omega_p^2/2$, the f-sum rule, and

$$
\boxed{\;\frac{M_3}{M_1}=\omega_p^2+\frac35v_F^2q^2+\frac{q^4}{4}\;}
$$

Within the RPA this holds at every $q$. The hydrodynamic formula with $(3/5,1)$ is thus the mean of $\omega^2$ over the loss spectrum, each frequency being weighted by $\omega L$. Direct integration of the loss function at three wavevectors, two with a plasmon and one without, reproduced $M_1$ and $\sqrt{M_3/M_1}$ to one part in $10^5$.

This also explains why the plasmon lies above the $(3/5,1)$ curve. Let $P$ be the plasmon's share of $M_1$ and $\omega_c^2$ the weighted mean square frequency of the continuum. Then $M_3/M_1=P\Omega^2+(1-P)\omega_c^2$, or

$$
\Omega^2-\frac{M_3}{M_1}=(1-P)(\Omega^2-\omega_c^2).
$$

While the plasmon is sharp it lies above the continuum, so the right-hand side is positive whenever the continuum has any weight. At $q=0.2$ bohr$^{-1}$ the plasmon holds 99.6 per cent of $M_1$; at 0.35 bohr$^{-1}$ it holds 91.8 per cent. At small $q$ the left-hand side is $\frac{12}{175}v_F^4q^4/\omega_p^2$ and $\omega_c$ is at most of order $q$. The continuum's share therefore starts as $\frac{12}{175}v_F^4q^4/\omega_p^4$.

The static response gives another standard by which to choose $\lambda$. Let a total static potential of amplitude $U$ act on the fluid. Equilibrium requires the first-order internal potential to balance it, $(k_F^2/3+\lambda q^2/4)n_1/n_0+U=0$. With $\chi_0=n_1/U$,

$$
-\frac{n_0}{\chi_0}=\frac{k_F^2}{3}+\frac{\lambda q^2}{4}\qquad\text{(fluid)}.
$$

For the quantum gas, set $\omega=0$ in the density response found above. With $x$ the component of $\mathbf k$ along $\mathbf q$ divided by $k_F$, the sphere has the normalised weight $\frac34(1-x^2)$. With $a=q/(2k_F)$ and the principal value of the integral,

$$
\chi_0=\frac{3n_0}{4k_F^2}\int_{-1}^{1}\frac{1-x^2}{x^2-a^2}\,dx
=-\frac{3n_0}{4k_F^2}\left[2+\frac{1-a^2}{a}\ln\left|\frac{1+a}{1-a}\right|\right].
$$

The integral follows from writing the integrand as $-1+(1-a^2)/(x^2-a^2)$. For small $a$ the logarithm is $2a+2a^3/3+\dots$, and the bracket is $4-\frac43a^2+\dots$. Hence

$$
-\frac{n_0}{\chi_0}=\frac{k_F^2}{3}\left(1+\frac{a^2}{3}+\dots\right)=\frac{k_F^2}{3}+\frac{q^2}{36}+\dots,
$$

which requires $\lambda=1/9$. For large $a$ the logarithm is $2/a+2/(3a^3)+2/(5a^5)+\dots$. The constant 2 in the bracket cancels, leaving $4/(3a^2)+4/(15a^4)+\dots$, and

$$
-\frac{n_0}{\chi_0}=k_F^2a^2\left(1-\frac1{5a^2}+\dots\right)=\frac{q^2}{4}-\frac{k_F^2}{5}+\dots
$$

Now the leading term requires $\lambda=1$. If the stiffness is held at $k_F^2/3$, the weight that reproduces the static response for $r_s=4$ bohr is 0.111 at $q=0.05$ bohr$^{-1}$, 0.424 at 1 bohr$^{-1}$ and 0.999 at 20 bohr$^{-1}$. The pair $(1/3,1/9)$ is thus right for static, smooth disturbances, while $(3/5,1)$ is right for the leading dispersion of the plasmon and for the moment ratio. No constant pair meets all these conditions.

At large $q$ the RPA and the fluid approach the free-particle energy in different ways. When $q>2k_F$ every occupied state can be excited, and as $q$ grows the interaction becomes negligible because $\epsilon\to1$. The loss is then proportional to the distribution of

$$
\omega=e+y,\qquad e=\frac{q^2}{2},\qquad y=\mathbf k\cdot\mathbf q ,
$$

over the Fermi sphere. This is a band centred at $q^2/2$ with half-width $qv_F$. The half-width grows with $q$, but relative to the centre it is $2k_F/q$ and tends to zero. In this sense alone does the spectrum narrow to the free-particle line.

The same distribution shows what the $\beta^2$ term has become. With the weight $\omega$, the mean of $\omega^2$ is

$$
\frac{\langle(e+y)^3\rangle}{\langle e+y\rangle}
=\frac{e^3+3e\langle y^2\rangle}{e}=\frac{q^4}{4}+\frac35v_F^2q^2 .
$$

At small $q$ the term $\frac35v_F^2q^2$ is the stiffness of a collective wave. At large $q$ the same term is $3\langle y^2\rangle$, three times the variance of the independent transition frequencies, and it comes from the initial motion of the electrons.

For $r_s=4$ bohr and $q=1.5$ bohr$^{-1}$, the maximum of the RPA loss is at 1.06 times $q^2/2$, while the $(3/5,1)$ formula gives 1.13 times $q^2/2$. The formula is a root-mean-square frequency of a broad band, so it need not coincide with the maximum. At $q=12$ bohr$^{-1}$ the two ratios are 1.000 and 1.002, and the relative half-width is still 0.08. The $(1/3,1/9)$ formula gives 0.337 there, close to its limit of one third.

These comparisons measure the fluid against the RPA for a uniform gas. The RPA itself omits exchange and correlation beyond the mean field, which matter increasingly as the density falls, and the uniform background omits the band structure of a real metal. The limit $n_0\to0$ is accordingly a property of the model equations, not a description of a dilute electron gas. The remaining values for the example are in the numerical output below.

## Computed results

```
rs = 4.0 bohr; n0 = 0.003730 bohr^-3
kF = vF = 0.47979 atomic units
omega_p = 0.21651 hartree = 5.891 eV
beta^2: TF 0.07673, high-frequency 0.13812 a.u.
Fluid simulation: q (1/bohr), beta^2/vF^2, lambda, omega simulated, formula (hartree)
  0.3  0.3333  0.1111  0.232392  0.232392
  0.3  0.3333  1.0000  0.236233  0.236233
  0.3  0.6000  1.0000  0.247650  0.247650
  2.0  0.3333  0.1111  0.893448  0.893448
  2.0  0.3333  1.0000  2.086578  2.086578
Terms of omega^2 at q = 0.3 (hartree^2), beta^2=3vF^2/5, lambda=1:
  0.046875  0.012431  0.002025
Plasmon (hartree): q (1/bohr), RPA, hydro(1/3,1/9), hydro(1/3,1), hydro(3/5,1)
  0.1  0.21975  0.21828  0.21833  0.21973
  0.2  0.23019  0.22358  0.22438  0.22978
  0.3  0.25055  0.23239  0.23623  0.24765
  0.4  0.28759  0.24467  0.25603  0.27454
At q = 0.3: RPA 6.818 eV, hydro(1/3,1/9) 6.324 eV, hydro(3/5,1) 6.739 eV
Plasmon meets continuum: q = 0.4536 1/bohr, omega = 0.32049 hartree
RPA q^4 coefficient: numeric 0.32752, formula 0.32752 a.u.
lambda fitted to the q^4 plasmon term: 1.3101
Flux ratio beta^2/vF^2: s=0 0.33333, s=2.399 (plasmon, q=0.2) 0.61311, s=50 0.60003
Moments: q (1/bohr), sqrt(M3/M1), hydro(3/5,1) (hartree), plasmon share of f-sum
  0.20  0.229782  0.229782  0.99591
  0.35  0.259896  0.259896  0.91772
  1.50  1.274075  1.274075  0.00000
Static lambda: q=0.05 0.11127, q=1 0.42402, q=20 0.99877
Divided by q^2/2: q (1/bohr), RPA loss peak, hydro(3/5,1), hydro(1/3,1/9), continuum half-width
   1.5  1.05675  1.13251  0.53344  0.63972
   3.0  1.00350  1.03136  0.38410  0.31986
   6.0  1.00022  1.00772  0.34609  0.15993
  12.0  1.00001  1.00192  0.33653  0.07996
Free fluid vs Schroedinger, largest density error / mean density:
  lambda=1: 2.5e-11; lambda=1/9: 0.257
```
